# Transparency density of a quantum well with equal carrier masses

## Problem

A semiconductor quantum well has one conduction subband and one valence subband that matter. Both are parabolic and isotropic in the plane of the well, with the same effective mass $m$ for electrons and holes, and each orbital state holds two spin states. The well is undoped and electrically neutral. Pumping maintains a sheet density $n$ of electrons and an equal sheet density $p$ of holes. Within each band the carriers are in thermal equilibrium at temperature $T$, but the two bands are not in equilibrium with each other.

At low density, light at the subband edge is absorbed. At high density it is amplified.

1. Find the sheet density at which the edge is transparent, and show that there is just one such density.
2. Evaluate it at 300 K for $m=0.1$ electron masses and for $m=1$ electron mass.
3. Determine how the inversion depends on density and on photon energy.
4. Determine what changes when the hole is heavier than the electron.

Energies are measured from the valence subband edge. The conduction subband edge then lies at $E_g$, which includes the confinement energies of both carriers. For in-plane wave vector $k$,

$$E_c(k)=E_g+\frac{\hbar^2k^2}{2m},\qquad E_v(k)=-\frac{\hbar^2k^2}{2m}.$$

Optical transitions conserve $k$, because the photon's in-plane wave vector is neglected, and they are taken as sharp in energy. The symbol $k$ in the product $kT$ is Boltzmann's constant; elsewhere it is the wave vector. Formulas keep $\hbar$, while numbers are in Hartree atomic units, where $\hbar$ and the electron mass are 1.

## First estimate by scaling

The gap should not enter the answer. If both conduction levels and their Fermi level are raised by the same energy, no occupation changes, and so neither does the density. What remains is $m$, $kT$ and $\hbar$. The one combination of these with the dimension of an inverse area is $mkT/\hbar^2$, so

$$n_{\rm tr}=C\,\frac{m\,kT}{\hbar^2},$$

with a pure number $C$ that dimensions cannot supply.

To estimate $C$, suppose that transparency requires filling the states within about $kT$ of the edge. The number of states follows from a periodic square of side $L$. Its allowed wave vectors form a grid of spacing $2\pi/L$, so each occupies an area $(2\pi/L)^2$ in the $k$ plane. With two spins, the number of states inside a circle of radius $k$ is

$$2\,\frac{\pi k^2}{(2\pi/L)^2}=\frac{L^2k^2}{2\pi}.$$

A kinetic energy $\varepsilon=\hbar^2k^2/2m$ means $k^2=2m\varepsilon/\hbar^2$, so this number equals $L^2m\varepsilon/(\pi\hbar^2)$. Dividing by $L^2$ and differentiating with respect to $\varepsilon$ gives the density of states per unit area and energy,

$$D=\frac{m}{\pi\hbar^2}.$$

It does not depend on energy. A strip of width $kT$ therefore holds

$$N\equiv D\,kT=\frac{m\,kT}{\pi\hbar^2}$$

states per unit area. The estimate is $n_{\rm tr}\approx N$, or $C\approx1/\pi$.

At 300 K the thermal energy is $kT=9.500\times10^{-4}$ hartree. For $m=0.1$,

$$N=\frac{0.1\times9.500\times10^{-4}}{\pi}=3.02\times10^{-5}\ \text{bohr}^{-2}.$$

The estimate assumes full occupation inside the strip and none outside it. The exact solution replaces this guess by the Fermi function.

## Exact solution

### Condition for transparency

Consider a valence state and a conduction state with the same $k$ and spin labels that allow the transition. Let $f_v$ and $f_c$ be the probabilities that they hold an electron. Absorption needs an electron below and an empty state above; stimulated emission needs the reverse. Both processes have the same squared matrix element, so they share a rate factor $R>0$. With the two occupations treated as independent, the net rate of stimulated emission is

$$R\left[f_c(1-f_v)-f_v(1-f_c)\right]
=R\left[f_c-f_cf_v-f_v+f_vf_c\right]=R\,(f_c-f_v).$$

The difference $f_c-f_v$ is called the inversion. Spontaneous emission is not part of this balance, since it does not amplify the incident light.

Equilibrium within each band gives

$$f_c=\frac{1}{e^{(E_c-F_c)/kT}+1},\qquad
f_v=\frac{1}{e^{(E_v-F_v)/kT}+1},$$

with separate Fermi levels $F_c$ and $F_v$. The function $1/(e^y+1)$ decreases strictly with $y$. Since both bands have the same $T$, $f_c>f_v$ holds if and only if $E_c-F_c<E_v-F_v$, that is,

$$\hbar\omega=E_c-E_v<F_c-F_v.$$

Equality gives transparency. At the edge $\hbar\omega=E_g$, so the condition there is

$$F_c-F_v=E_g. \tag{1}$$

### Density as a function of the Fermi level

Define the distance of each Fermi level from its band edge, in units of $kT$ and counted positive when it lies inside the band:

$$\eta_c=\frac{F_c-E_g}{kT},\qquad \eta_h=-\frac{F_v}{kT}.$$

The minus sign in $\eta_h$ appears because the valence band extends downward from zero. The electron density is the density of states times the occupation, integrated over kinetic energy. With $x=\varepsilon/kT$,

$$n=D\int_0^\infty\frac{d\varepsilon}{e^{(E_g+\varepsilon-F_c)/kT}+1}
=N\int_0^\infty\frac{dx}{e^{x-\eta_c}+1}.$$

The infinite upper limit is justified when the parabolic range of the band extends many $kT$ above both the edge and the Fermi level. Multiplying numerator and denominator by $e^{\eta_c-x}$ turns the integrand into a derivative:

$$\frac{1}{e^{x-\eta_c}+1}=\frac{e^{\eta_c-x}}{1+e^{\eta_c-x}}
=-\frac{d}{dx}\ln\left(1+e^{\eta_c-x}\right).$$

The logarithm vanishes as $x\to\infty$, and the lower limit contributes with a positive sign, so

$$n=N\ln\left(1+e^{\eta_c}\right). \tag{2}$$

A hole is a missing valence electron. At $E_v=-\varepsilon$ its probability is

$$1-f_v=1-\frac{1}{e^{(-\varepsilon-F_v)/kT}+1}
=\frac{e^{(-\varepsilon-F_v)/kT}}{e^{(-\varepsilon-F_v)/kT}+1}
=\frac{1}{1+e^{(\varepsilon+F_v)/kT}}
=\frac{1}{e^{x-\eta_h}+1}.$$

This is the same function as for electrons, with $\eta_h$ in place of $\eta_c$. Equal masses also give the same $N$, so

$$p=N\ln\left(1+e^{\eta_h}\right). \tag{3}$$

### The transparency density

Neutrality requires $n=p$. The function $\ln(1+e^\eta)$ increases strictly with $\eta$, so equations (2) and (3) give $\eta_c=\eta_h$ at every density. The definitions also give

$$F_c-F_v=E_g+kT(\eta_c+\eta_h),$$

so condition (1) becomes $\eta_c+\eta_h=0$. Two equal numbers whose sum is zero are both zero. Hence $F_c=E_g$ and $F_v=0$: each Fermi level lies on its own band edge, and both edge states are occupied with probability one half. Setting $\eta_c=0$ in equation (2) gives

$$\boxed{\,n_{\rm tr}=N\ln2=\frac{m\,kT\ln2}{\pi\hbar^2}\,}$$

Every step fixes its quantity uniquely, so there is no second transparency density.

For $m=0.1$ at 300 K,

$$n_{\rm tr}=3.024\times10^{-5}\times0.6931
=2.10\times10^{-5}\ \text{bohr}^{-2}=7.49\times10^{11}\ \text{cm}^{-2}.$$

For $m=1$ the density is ten times larger, $2.10\times10^{-4}$ bohr$^{-2}$ or $7.49\times10^{12}$ cm$^{-2}$. The latter value, multiplied by the mass in electron masses, gives the transparency density of any equal-mass well of this kind at 300 K. It serves as a scale factor; a mass as large as 1 leaves only one subband populated at 300 K only in a very thin well, as estimated at the end.

The result was tested without using the logarithm in equation (2). Fermi functions were summed over the discrete wave vectors of a periodic square of side 4000 bohr, both Fermi levels were found numerically from neutrality, and the density was varied until the edge inversion vanished. The density found agrees with the formula to better than one part in $10^8$. This confirms the solution of the model; it does not measure how well the model describes a real well.

### Inversion at the edge for any density

Let $\eta$ be the common value of $\eta_c$ and $\eta_h$. Equation (2) gives $1+e^\eta=e^{n/N}$. At the edge,

$$f_v=\frac{1}{e^{-F_v/kT}+1}=\frac{1}{e^{\eta}+1}=e^{-n/N},$$

$$f_c=\frac{1}{e^{-\eta}+1}=\frac{e^\eta}{e^\eta+1}
=1-\frac{1}{e^\eta+1}=1-e^{-n/N}.$$

Subtracting, and using $N=n_{\rm tr}/\ln2$,

$$f_c-f_v=1-2e^{-n/N}=1-2^{\,1-n/n_{\rm tr}}. \tag{4}$$

The inversion rises steadily from $-1$ in the empty well towards $+1$ at high density. Its slope is $(2/N)e^{-n/N}$, which equals $1/N$ at transparency. Close to that point the inversion is therefore $(n-n_{\rm tr})/N$ to first order.

At half the transparency density equation (4) gives $1-\sqrt2=-0.414$, and at one and a half times that density it gives $1-1/\sqrt2=0.293$. The same change in density on either side produces unequal changes in inversion, because the edge states fill with diminishing returns.

### Inversion above the edge

For equal masses, a photon energy $\hbar\omega=E_g+\delta$ gives each carrier the kinetic energy $\delta/2$. Let $z=\delta/(2kT)-\eta$. Then $(E_c-F_c)/kT=z$ and $(E_v-F_v)/kT=-\delta/(2kT)+\eta=-z$, so

$$f_c-f_v=\frac{1}{e^z+1}-\frac{1}{e^{-z}+1}
=\frac{1}{e^z+1}-\frac{e^z}{1+e^z}
=\frac{1-e^z}{1+e^z}=-\tanh\frac z2.$$

Since $F_c-F_v=E_g+2\eta kT$, the argument can be written with the photon energy:

$$f_c-f_v=\tanh\left(\frac{F_c-F_v-\hbar\omega}{4kT}\right). \tag{5}$$

At fixed density the inversion falls as the photon energy rises. The edge is therefore the first place to become transparent as the well is pumped. At $n_{\rm tr}$ all transitions above it still absorb; one $kT$ above the edge the inversion is $-\tanh(1/4)=-0.245$.

Above transparency, amplification extends from $E_g$ to $F_c-F_v$. The width of this window is

$$2\eta kT=2kT\ln\left(e^{n/N}-1\right)=2kT\ln\left(2^{\,n/n_{\rm tr}}-1\right).$$

At $n=1.5\,n_{\rm tr}$ it is $1.207\,kT=1.15\times10^{-3}$ hartree. The same width was obtained by locating the zero of the numerically computed inversion.

Equation (5) also shows why sharp transitions were assumed. If each transition is spread over a range of photon energies by a positive line shape, the response at $E_g$ collects contributions from transitions above the edge. At $n_{\rm tr}$ these are all absorbing, so the edge has net absorption. Raising the density raises $\eta$ and with it the inversion of every transition, so a broadened edge becomes transparent at a density above $N\ln2$.

### A heavier hole

Let the electron and hole masses differ, with $N_c=m_ckT/(\pi\hbar^2)$ and $N_h=m_hkT/(\pi\hbar^2)$. Condition (1) still reads $\eta_c+\eta_h=0$, because it concerns occupations at the edge and not masses. Solving equations (2) and (3) for the exponentials, with $p=n$ and each band's own thermal density, gives

$$e^{\eta_c}=e^{n/N_c}-1,\qquad e^{\eta_h}=e^{n/N_h}-1.$$

The product of the left sides is $e^{\eta_c+\eta_h}=1$. Transparency therefore requires

$$\left(e^{n/N_c}-1\right)\left(e^{n/N_h}-1\right)=1. \tag{6}$$

For $N_c=N_h=N$ each factor must equal 1, which returns $n=N\ln2$. In general the left side increases with $n$ from zero without bound, so there is one solution. Increasing $N_h$ at fixed $n$ lowers the left side, and a larger $n$ is needed to restore it. A heavier hole thus raises the transparency density. Both masses here are in-plane masses of single parabolic subbands. In wells of materials such as GaAs, the top valence subband is lighter in the plane near its edge than along the growth direction, and it is strongly non-parabolic because heavy and light holes mix. Further valence subbands can also lie within about $kT$ of it. For such wells equation (6) with one hole mass gives the trend but not an accurate density.

Take $m_c=0.1$ and $m_h=0.4$, so that $N_h=1.210\times10^{-4}$ bohr$^{-2}$. The numerical solution is $n=3.90\times10^{-5}$ bohr$^{-2}$, which is 1.86 times the equal-mass value. In equation (6) the exponents are $n/N_c=1.289$ and $n/N_h=0.322$. The factors are then 2.63 and 0.380, with product 1 to the accuracy shown.

The Fermi levels have left the band edges: $\eta_c=0.967$ and $\eta_h=-0.967$. The heavy valence band has many states, so the available holes are spread thinly and its edge state is less than half filled with holes. The electron Fermi level must move into the conduction band to compensate.

For a very heavy hole, $n\ll N_h$ and the second factor in equation (6) is approximately $n/N_h$. This gives

$$n\approx N_c\ln\left(1+\frac{N_h}{n}\right).$$

The density keeps growing with hole mass, but only logarithmically, because transparency requires the probability of an empty conduction edge state, $1-f_c=e^{-n/N_c}$, to equal the hole occupation of the valence edge state, $1-f_v\approx n/N_h$. The first falls exponentially with density, so a modest rise in $n$ matches a large rise in $N_h$.

## Comparison of the estimate and the exact result

The estimate gave $N=3.02\times10^{-5}$ bohr$^{-2}$ and the exact solution $2.10\times10^{-5}$ bohr$^{-2}$. Their ratio is $1/\ln2=1.44$, so the estimate is 44% too high relative to the exact result. The ratio is the same at all temperatures and for all equal masses, since both densities are proportional to $mkT$.

The difference comes from the occupation. At transparency the density is

$$n_{\rm tr}=N\int_0^\infty\frac{dx}{e^x+1}.$$

The estimate replaced the integrand by 1 for $x<1$ and by 0 beyond. In fact the occupation starts at one half and falls, so the strip $0<x<1$ contributes less than $N/2$. The neglected tail contributes $N\ln(1+e^{-1})$, by the integral already worked out. This is less than $N/e$, and hence less than $N/2$. The tail cannot make up for the overcounting in the strip, which is why the estimate errs on the high side.

Scaling did give the correct dependence on temperature. At 150 K the numerical solution for $m=0.1$ is $1.05\times10^{-5}$ bohr$^{-2}$, half the value at 300 K. As $T\to0$ the model's transparency density tends to zero: any finite neutral density then puts both Fermi levels inside their bands and inverts the edge. This limit belongs to independent carriers. Binding of electrons and holes into pairs is left out.

With unequal masses, dimensional analysis loses its force, because $C$ may then depend on the mass ratio. Equation (6) supplies that dependence.

Two further conditions can be made quantitative. First, suppose each band has a second subband of the same mass, at a distance $\Delta$ from the first. The symmetry between electrons and holes remains, so transparency of the lowest edge still occurs at $\eta=0$, but the second subband holds carriers too:

$$n_{\rm tr}=N\left[\ln2+\ln\left(1+e^{-\Delta/kT}\right)\right].$$

The one-subband result therefore needs $\Delta\gg kT$. For a well of width $w$ with hard walls and mass $m_z$ along the growth direction, $\Delta=3\pi^2\hbar^2/(2m_zw^2)$. At $w=10$ nm and 300 K this gives $\Delta/kT\approx4.4$ for $m_z=0.1$, but only 1.1 for $m_z=0.4$ and 0.44 for $m_z=1$, so the heavier masses require much thinner wells. Secondly, doping makes $n$ and $p$ different. For equal masses the steps that led to equation (6) then give $(e^{n/N}-1)(e^{p/N}-1)=1$, so that an excess of electrons lowers the hole density needed for transparency.

A density-dependent gap, by contrast, leaves the one-subband result unchanged if the interaction between carriers shifts each of the two subbands rigidly; when further subbands are populated, their spacings $\Delta$ must also stay the same. The Fermi levels move with the edges and the occupations stay the same. The photon energy of the transparent edge moves, while the sheet density at which it becomes transparent does not. If the interaction also changes the curvature of both bands equally and leaves them parabolic, their common mass $m$ changes, and the transparency density is proportional to the mass that then applies.

The computed values are collected in the numerical output below.

## Table of computed values

```
temperature: 300 K
equal electron and hole mass m: 0.1 electron masses
subband-edge separation: 0.03 hartree
side of periodic square for state sum: 4000 bohr
thermal energy kT: 9.50043e-04 hartree
thermal sheet density N = m kT/pi: 3.02408e-05 bohr^-2
ln 2: 0.693147
transparency density, formula: 2.09613e-05 bohr^-2
transparency density, state sum: 2.09613e-05 bohr^-2
transparency density, converted: 7.4854e+11 cm^-2
same for m = 1 electron mass: 2.09613e-04 bohr^-2
same for m = 1, converted: 7.4854e+12 cm^-2
edge occupation f_c at transparency: 0.500000
edge inversion at 0.5 n_tr: -0.4142
edge inversion at 1.5 n_tr: 0.2929
gain window above edge at 1.5 n_tr: 1.1466e-03 hartree
gain window at 1.5 n_tr divided by kT: 1.2069
inversion one kT above edge at n_tr: -0.2449
transparency density at 150 K, m = 0.1: 1.04807e-05 bohr^-2
hole mass in unequal case: 0.4 electron masses
hole thermal density in unequal case: 1.20963e-04 bohr^-2
transparency density, unequal case: 3.89846e-05 bohr^-2
ratio of unequal to equal case: 1.8598
(F_c - gap)/kT at transparency, unequal: 0.9669
-F_v/kT at transparency, unequal: -0.9669
```
